# The aspherical X-ray form factor of a p orbital

## 1. Definitions and conventions

An electron in a state with normalized density $\rho(\mathbf r)$ contributes to elastic X-ray scattering through

$$
f(\mathbf q)=\int \rho(\mathbf r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r ,\qquad f(0)=1 .
$$

The form factor is the amplitude scattered by the charge cloud relative to that of one free electron at the origin, so it is counted in electrons. This expression assumes single scattering and a photon energy well above the absorption edges of the atom. The nucleus is held at rest at the origin, so thermal motion is left out.

The scattering vector has length $q=4\pi s$, with $s=\sin\theta_B/\lambda$, where $\theta_B$ is half the scattering angle and $\lambda$ the wavelength.

The orbital is a real p function with axis $\mathbf u$ (a unit vector),

$$
\varphi(\mathbf r)=\sqrt{\frac{3}{4\pi}}\;R(r)\,(\mathbf u\cdot\mathbf n),\qquad \mathbf n=\frac{\mathbf r}{r},\qquad \int_0^\infty R^2r^2\,dr=1 .
$$

The factor $3/4\pi$ is right because the average of $(\mathbf u\cdot\mathbf n)^2$ over the sphere is $1/3$, so its integral over solid angle is $4\pi/3$. The angle between $\mathbf q$ and $\mathbf u$ is called $\Theta$; it has nothing to do with $\theta_B$. Radial averages are written

$$
\langle j_l\rangle(q)=\int_0^\infty R^2(r)\,j_l(qr)\,r^2\,dr ,
$$

with $j_l$ the spherical Bessel functions. The result to be derived is

$$
f=f_\parallel\cos^2\Theta+f_\perp\sin^2\Theta,\qquad
f_\parallel=\langle j_0\rangle-2\langle j_2\rangle,\qquad
f_\perp=\langle j_0\rangle+\langle j_2\rangle .
$$

The density is even under $\mathbf r\to-\mathbf r$, while $\sin(\mathbf q\cdot\mathbf r)$ is odd. The imaginary part of $f$ therefore vanishes, and $f$ is the mean value of $\cos(\mathbf q\cdot\mathbf r)$.

## 2. A simple case: the nodeless orbital

Take $\mathbf u$ along $z$ and $R\propto r\,e^{-ar/2}$. The density is then $\rho=C z^2e^{-ar}$. Normalization fixes $C$:

$$
\int z^2e^{-ar}d^3r=\frac{4\pi}{3}\int_0^\infty r^4e^{-ar}dr=\frac{4\pi}{3}\,\frac{24}{a^5}=\frac{32\pi}{a^5},
\qquad C=\frac{a^5}{32\pi}.
$$

The factor $z^2$ can be produced by differentiation, since $\partial^2 e^{i\mathbf q\cdot\mathbf r}/\partial q_z^2=-z^2e^{i\mathbf q\cdot\mathbf r}$. Hence

$$
f=-C\,\frac{\partial^2G}{\partial q_z^2},\qquad G(q)=\int e^{-ar}e^{i\mathbf q\cdot\mathbf r}d^3r .
$$

For $G$, the integral of $e^{i\mathbf q\cdot\mathbf r}$ over solid angle is $4\pi\sin(qr)/(qr)$, so

$$
G=\frac{4\pi}{q}\int_0^\infty r\,e^{-ar}\sin(qr)\,dr
=\frac{4\pi}{q}\,\mathrm{Im}\,\frac{1}{(a-iq)^2}
=\frac{4\pi}{q}\,\frac{2aq}{(a^2+q^2)^2}
=\frac{8\pi a}{(a^2+q^2)^2}.
$$

With $D=a^2+q^2$ and $\partial D/\partial q_z=2q_z$,

$$
\frac{\partial D^{-2}}{\partial q_z}=-4q_zD^{-3},\qquad
\frac{\partial^2D^{-2}}{\partial q_z^2}=-4D^{-3}+24q_z^2D^{-4}.
$$

The prefactor is $-C\cdot8\pi a=-a^6/4$, and therefore

$$
f=a^6\left[\frac{1}{D^3}-\frac{6q_z^2}{D^4}\right].
$$

Now put $q_z=q\cos\Theta$ and $X=q/a$:

$$
f=\frac{1+X^2-6X^2\cos^2\Theta}{(1+X^2)^4}.
$$

Writing $1+X^2=(1+X^2)(\cos^2\Theta+\sin^2\Theta)$ collects this into

$$
f=\underbrace{\frac{1-5X^2}{(1+X^2)^4}}_{f_\parallel}\cos^2\Theta+\underbrace{\frac{1}{(1+X^2)^3}}_{f_\perp}\sin^2\Theta .
$$

**Limits.** At $X=0$ both factors are 1, as one electron requires. For $X\gg1$ they tend to $f_\perp\to X^{-6}$ and $f_\parallel\to-5X^{-6}$, with opposite signs.

The parallel factor vanishes at $X^2=1/5$ and is negative beyond. A positive density can give a negative form factor because $f$ is a mean of $\cos(\mathbf q\cdot\mathbf r)$. When $\mathbf q$ lies along the orbital axis, the phase $qz$ is zero on the nodal plane $z=0$, where there is no charge. The charge sits in two lobes away from that plane, and when $q|z|$ lies between $\pi/2$ and $3\pi/2$ for the bulk of the lobes the cosine is negative there. At much larger $q$ the cosine oscillates many times across each lobe and this picture no longer applies; the negative sign of the tail $-5X^{-6}$ is read from the closed form.

To find the minimum of $f_\parallel$, set $y=X^2$ and differentiate:

$$
\frac{d}{dy}\frac{1-5y}{(1+y)^4}=\frac{-5(1+y)-4(1-5y)}{(1+y)^5}=\frac{15y-9}{(1+y)^5}.
$$

The minimum is at $y=3/5$, where $f_\parallel=-2/(1.6)^4=-0.305$. It lies at $\sqrt{(3/5)/(1/5)}=\sqrt3$ times the $q$ of the zero.

## 3. Any radial function: the angular form

The split into $\cos^2\Theta$ and $\sin^2\Theta$ came out of a special radial function. To see that it does not depend on that choice, insert the general density:

$$
f=\frac{3}{4\pi}\int_0^\infty R^2r^2dr\int(\mathbf u\cdot\mathbf n)^2e^{iqr\mu}\,d\Omega,\qquad \mu=\hat{\mathbf q}\cdot\mathbf n .
$$

The exponential depends on direction through $\mu$ alone, so it is convenient to take $\hat{\mathbf q}$ as the polar axis and to resolve the orbital axis along and across it:

$$
\mathbf u=\cos\Theta\,\hat{\mathbf q}+\sin\Theta\,\mathbf e,\qquad \mathbf e\perp\hat{\mathbf q},\quad|\mathbf e|=1 .
$$

With the azimuth $\phi$ measured from $\mathbf e$, $\mathbf e\cdot\mathbf n=\sqrt{1-\mu^2}\cos\phi$, and

$$
(\mathbf u\cdot\mathbf n)^2=\mu^2\cos^2\Theta+(1-\mu^2)\cos^2\phi\,\sin^2\Theta+2\mu\sqrt{1-\mu^2}\cos\phi\,\sin\Theta\cos\Theta .
$$

Integration over $\phi$ from 0 to $2\pi$ multiplies the first term by $2\pi$, turns $\cos^2\phi$ into $\pi$, and removes the last term. The prefactors become $\frac{3}{4\pi}2\pi=\frac32$ and $\frac{3}{4\pi}\pi=\frac34$. With $x=qr$,

$$
f=\int_0^\infty R^2r^2\left[K_\parallel(qr)\cos^2\Theta+K_\perp(qr)\sin^2\Theta\right]dr,
$$

$$
K_\parallel(x)=\frac32\int_{-1}^1\mu^2e^{ix\mu}d\mu,\qquad
K_\perp(x)=\frac34\int_{-1}^1(1-\mu^2)e^{ix\mu}d\mu .
$$

The angular form is thus a property of the p shape and holds for every $R(r)$.

**Limit of small $q$.** Expand $e^{ix\mu}=1+ix\mu-x^2\mu^2/2+\dots$; the odd term integrates to zero. Then

$$
K_\parallel\approx\frac32\left[\frac23-\frac{x^2}{2}\,\frac25\right]=1-\frac{3x^2}{10},
$$

$$
K_\perp\approx\frac34\left[\frac43-\frac{x^2}{2}\left(\frac23-\frac25\right)\right]=1-\frac{x^2}{10}.
$$

After the radial average, to order $q^2$,

$$
f_\parallel\approx1-\frac{3}{10}q^2\langle r^2\rangle,\qquad f_\perp\approx1-\frac1{10}q^2\langle r^2\rangle .
$$

These are the second moments of the density. In general $\langle\cos(\mathbf q\cdot\mathbf r)\rangle\approx1-\frac12q^2\langle(\hat{\mathbf q}\cdot\mathbf r)^2\rangle$, so a p orbital along $z$ has $\langle z^2\rangle=\frac35\langle r^2\rangle$ and $\langle x^2\rangle=\frac15\langle r^2\rangle$. The cloud is three times as broad, in mean square, along its axis as across it, and the parallel factor falls three times as fast at the start.

The same expansion gives the next terms. The factor $x^4\mu^4/24$ contributes

$$
\frac32\cdot\frac1{24}\cdot\frac27=\frac1{56},\qquad
\frac34\cdot\frac1{24}\left(\frac25-\frac27\right)=\frac1{280}
$$

times $x^4$ to $K_\parallel$ and $K_\perp$. Both are positive.

## 4. The kernels as Bessel functions

The two integrals over $\mu$ can be expressed through $j_0$ and $j_2$. The first of these is

$$
\frac12\int_{-1}^1e^{ix\mu}d\mu=\frac{\sin x}{x}=j_0(x).
$$

Differentiating twice with respect to $x$ brings down $(i\mu)^2=-\mu^2$, so

$$
\frac12\int_{-1}^1\mu^2e^{ix\mu}d\mu=-j_0''(x),\qquad
j_0''=-\frac{\sin x}{x}-\frac{2\cos x}{x^2}+\frac{2\sin x}{x^3}.
$$

With the Legendre polynomial $P_2(\mu)=\frac12(3\mu^2-1)$,

$$
-\frac12\int_{-1}^1P_2(\mu)e^{ix\mu}d\mu=\frac{3j_0''+j_0}{2}
=\left(\frac3{x^3}-\frac1x\right)\sin x-\frac{3\cos x}{x^2}=j_2(x).
$$

The minus sign on the left matters for everything that follows. It is the factor $i^2$ that accompanies $l=2$ in the expansion of a plane wave.

Now use $\mu^2=\frac13(1+2P_2)$ and $1-\mu^2=\frac23(1-P_2)$:

$$
K_\parallel=\frac12\int_{-1}^1e^{ix\mu}d\mu+\int_{-1}^1P_2\,e^{ix\mu}d\mu=j_0-2j_2,
$$

$$
K_\perp=\frac12\int_{-1}^1e^{ix\mu}d\mu-\frac12\int_{-1}^1P_2\,e^{ix\mu}d\mu=j_0+j_2 .
$$

Averaging over $R^2r^2$ gives the stated result,

$$
f_\parallel=\langle j_0\rangle-2\langle j_2\rangle,\qquad f_\perp=\langle j_0\rangle+\langle j_2\rangle .
$$

**Return to the nodeless orbital.** Here $R^2=(a^5/24)\,r^2e^{-ar}$, and $\langle j_0\rangle$ can be found without using section 2:

$$
\langle j_0\rangle=\frac{a^5}{24q}\int_0^\infty r^3e^{-ar}\sin(qr)\,dr=\frac{a^5}{24q}\,\mathrm{Im}\,\frac{6}{(a-iq)^4}.
$$

Since $1/(a-iq)^4=(a+iq)^4/D^4$ and $\mathrm{Im}(a+iq)^4=4aq(a^2-q^2)$,

$$
\langle j_0\rangle=\frac{a^6(a^2-q^2)}{(a^2+q^2)^4}=\frac{1-X^2}{(1+X^2)^4}.
$$

The general result requires $\langle j_0\rangle=\frac13(f_\parallel+2f_\perp)$. The closed forms of section 2 give

$$
\frac{(1-5X^2)+2(1+X^2)}{3(1+X^2)^4}=\frac{1-X^2}{(1+X^2)^4},
$$

in agreement. The difference $f_\perp-f_\parallel=3\langle j_2\rangle$ gives $\langle j_2\rangle=2X^2/(1+X^2)^4$.

## 5. Orientation, filling and complex orbitals

Replacing $\sin^2\Theta$ by $1-\cos^2\Theta$ gives two useful forms:

$$
f=f_\perp-3\langle j_2\rangle\cos^2\Theta=\langle j_0\rangle-2\langle j_2\rangle P_2(\cos\Theta).
$$

The first term of the second form is the scattering of the spherically averaged orbital, and the second is the aspherical part. The aspherical part vanishes at $\cos^2\Theta=1/3$, or $\Theta=54.7^\circ$, where $P_2=0$ and $f=\langle j_0\rangle$. An average of the amplitude over random orientations also has $\overline{\cos^2\Theta}=1/3$ and leaves $\langle j_0\rangle$. The average of the squared amplitude is larger: since $\overline{P_2}=0$ and $\overline{P_2^2}=1/5$, it is $\overline{f^2}=\langle j_0\rangle^2+\frac45\langle j_2\rangle^2$.

**Several electrons.** Let $p_x,p_y,p_z$ share one radial function and hold $n_x,n_y,n_z$ electrons, with no cross terms between them in the density. If $c_i$ are the direction cosines of $\mathbf q$ and $N=n_x+n_y+n_z$, the contributions add to

$$
f_{\rm shell}=Nf_\perp-3\langle j_2\rangle\left(n_xc_x^2+n_yc_y^2+n_zc_z^2\right).
$$

For equal filling the bracket is $N/3$, because $c_x^2+c_y^2+c_z^2=1$. Then $f_{\rm shell}=N(f_\perp-\langle j_2\rangle)=N\langle j_0\rangle$, with no dependence on direction. As long as the three orbitals share one radial function, asphericity in the scattering of a p shell therefore comes from unequal filling. In an anisotropic surrounding the radial functions along different axes can differ, and an equally filled shell then scatters anisotropically as well.

**A complex orbital.** The state $(p_x+ip_y)/\sqrt2$ has density $\frac12(p_x^2+p_y^2)$, a ring about the $z$ axis. With $n_x=n_y=\frac12$ and $n_z=0$,

$$
f=f_\perp-\frac32\langle j_2\rangle(1-c_z^2)
=\langle j_0\rangle+\langle j_2\rangle\,\frac{3c_z^2-1}{2}
=\langle j_0\rangle+\langle j_2\rangle P_2(c_z).
$$

The aspherical part has the opposite sign and half the size of that of $p_z$. The formula for a real orbital must not be applied to this state.

**A hybrid.** For $\alpha s+\beta p$ with real coefficients, the density contains the product $2\alpha\beta\,sp$, which is odd under inversion. Its transform is imaginary, so it is missing from the formula above. The p-orbital result covers the $\beta^2p^2$ part of the density and no more. In a bonded atom, such mixing and the overlap density between neighbours have to be added.

## 6. The 3p orbital of phosphorus

The free phosphorus atom in its quartet state has three singly occupied 3p orbitals. Its orbitals were computed by restricted open-shell Hartree–Fock in the cc-pVTZ basis. This level omits electron correlation and relativity, and the basis is finite, so three decimals are kept as a description of the model, not as a claim about the real atom. Enlarging the basis towards the Hartree–Fock limit moves the tabulated $f_\parallel$ and $f_\perp$ by up to about 0.001 and leaves the shown digits of $f_{\rm atom}$ unchanged. The radial function of the 3p orbital was taken from the solution, and $\langle j_0\rangle$ and $\langle j_2\rangle$ were integrated by Gauss–Legendre quadrature. In the table $s$ is in Å$^{-1}$ and the form factors are in electrons; $f_{\rm atom}$ is the transform of the density of all 15 electrons.

| $s$ | $\langle j_0\rangle$ | $\langle j_2\rangle$ | $f_\parallel$ | $f_\perp$ | $f_{\rm atom}$ |
|---|---|---|---|---|---|
| 0.05 | 0.890 | 0.043 | 0.804 | 0.933 | 14.5 |
| 0.10 | 0.630 | 0.133 | 0.365 | 0.763 | 13.2 |
| 0.15 | 0.357 | 0.201 | −0.046 | 0.558 | 11.7 |
| 0.20 | 0.156 | 0.218 | −0.280 | 0.374 | 10.3 |
| 0.30 | −0.012 | 0.151 | −0.313 | 0.139 | 8.6 |
| 0.40 | −0.022 | 0.067 | −0.157 | 0.045 | 7.5 |

The entries are rounded separately, so sums of rounded values can differ by one or two in the last digit.

**One row in full.** At $s=0.15$ Å$^{-1}$,

$$
f_\parallel=0.3569-2(0.2013)\approx-0.046,\qquad f_\perp=0.357+0.201=0.558 .
$$

For an orbital inclined at $30^\circ$ to $\mathbf q$,

$$
f=0.75(-0.046)+0.25(0.558)=0.105,
$$

in electrons. Turning the orbital from parallel to perpendicular changes its contribution by $0.558+0.046=0.604$ electrons, which is $0.604/11.7=5.2\%$ of the form factor (an amplitude) of the whole atom at this $s$. The change exceeds the spherical part $\langle j_0\rangle=0.357$ of the orbital itself, so for this one electron at this $s$ asphericity is not a small correction.

**The small-$q$ limit.** The computed $\langle r^2\rangle$ is 6.346 bohr$^2$ in this basis. It weights the outer tail of the orbital and rises to 6.39 bohr$^2$, by 0.7%, near the basis-set limit. At $s=0.05$ Å$^{-1}$, $q=0.3325$ bohr$^{-1}$ and $q^2\langle r^2\rangle=0.702$. The quadratic formulas give

$$
f_\parallel\approx1-0.3(0.702)=0.789,\qquad f_\perp\approx1-0.1(0.702)=0.930,
$$

against 0.804 and 0.933 in the table. Both estimates are low, as expected from the positive quartic terms of section 3, and the parallel one is further off, as its larger coefficient suggests.

**The sign change.** A numerical root search puts the first zero of $f_\parallel$ at $s=0.143$ Å$^{-1}$, and a numerical minimization puts its minimum, $-0.347$ electrons, at $s=0.253$ Å$^{-1}$. The ratio of the two positions is 1.76, close to the $\sqrt3=1.73$ of the nodeless orbital, although the 3p function has a radial node. The likeness ends at larger $s$: the nodeless $f_\parallel$ has a single zero and stays negative beyond it, whereas the 3p factor changes sign again beyond the table, near $s=0.57$ and $1.11$ Å$^{-1}$, reaching about $+0.026$ electrons in between.

The position of the zero can be related to the size of the lobes. Two point charges at $z=\pm z_0$ would give $f_\parallel=\cos(qz_0)$, with its first zero at $qz_0=\pi/2=1.57$. For phosphorus $\langle z^2\rangle=3.808$ bohr$^2$, so the root-mean-square distance is 1.95 bohr. At the zero $q=0.954$ bohr$^{-1}$, and the product is 1.86 (near the basis-set limit $\langle z^2\rangle=3.83$ bohr$^2$ and the product is 1.87). For the nodeless orbital $\langle r^2\rangle=(a^5/24)(720/a^7)=30/a^2$, hence $\langle z^2\rangle=18/a^2$, and the product at $X^2=1/5$ is $\sqrt{18/5}=1.90$. The point-charge picture gives the right scale and is about 16% too low for phosphorus, relative to the computed product.

**What the free atom shows.** In this state the three 3p orbitals are equally filled and share one radial function, and the other occupied subshells (1s, 2s, 2p, 3s) are closed. By section 5 the anisotropies cancel, and $f_{\rm atom}$ depends on the length of $\mathbf q$ alone. The 5.2% is the weight of a single orbital's orientation, not an anisotropy of this atom. If a surrounding were to move a fraction $\delta$ of an electron from $p_x$ to $p_z$ without changing the radial function, the shell formula would give

$$
\Delta f=-3\,\delta\,\langle j_2\rangle\,(c_z^2-c_x^2).
$$

The signal is proportional to $\langle j_2\rangle$. It vanishes as $q^2$ in forward scattering and, among the tabulated values, is largest at $s=0.20$ Å$^{-1}$, where $3\langle j_2\rangle=0.654$ electrons per electron moved. Beyond the table $\langle j_2\rangle$ of the 3p function passes through zero near $s=0.61$ and $0.90$ Å$^{-1}$, where such a transfer gives no signal. A real surrounding also changes the radial functions, which this formula leaves out.
